Zero-field hyperfine levels without first-order moments for two spins one-half

**Problem**

An ion has an isolated Kramers doublet, described by an effective spin S = 1/2, and a nucleus with I = 1/2. The ion 171Yb3+ at a site of low symmetry is of this kind. There is no applied field at first.

(a) Show that, apart from a constant, the zero-field Hamiltonian must have the form H₀ = S·A·I with a real 3×3 matrix A, and that every magnetic moment operator is linear in S and I.

(b) Find the four levels and their states. Under what condition on A are they nondegenerate? Is it enough that the three principal values of A are unequal?

(c) Find the first-order moment of each level when all four are nondegenerate, and say what changes when two levels coincide.

(d) Find the leading shift in a weak magnetic field, and describe how the linear Zeeman effect returns in a stronger one.

(e) Evaluate the results for principal values (2, 5, 20)×10⁻⁶ eV, electron g values (1, 2, 6) along the same axes, nuclear g factor 1, and a field with μB B = 2×10⁻⁸ eV along (1, 2, 2)/3. These are round model parameters.

(f) How does the symmetry of the site decide whether the condition in (b) can hold for 171Yb3+?

**Solution**

**(a) The general Hamiltonian**

In atomic units ħ = 1 and the Bohr magneton is μB = 1/2. Let σ and τ be the Pauli matrices of the two spins, so that S = σ/2 and I = τ/2. Any Hermitian operator on the four states is a real combination of the sixteen products

1, σ_i, τ_j, σ_i τ_j.

The two states of the electron doublet can be chosen as a time-reversed pair, and then time reversal Θ changes the sign of σ just as for a true spin. It also changes the sign of τ. The constant and the nine products σ_iτ_j are therefore even, and the six single-spin operators are odd. Without a field the Hamiltonian is even, which leaves a constant and

H₀ = Σ_ij S_i A_ij I_j.

A magnetic moment is odd, so within these four states it is a combination of the components of S and I alone. Nothing requires A to be symmetric, because its first index refers to the effective spin and its second to the nucleus.

**(b) Levels and states**

*Principal frames.* The singular value decomposition gives A = U D W^T, with U and W orthogonal and D diagonal. If U or W has determinant −1, reverse one of its columns and the sign of the matching D_k. Both matrices are then proper rotations, and the D_k may be negative. Since

S·A·I = Σ_k D_k (U^T S)_k (W^T I)_k,

and properly rotated spin components obey the same commutation rules, each spin can be referred to its own frame. From here on, components are taken in these frames:

H₀ = ¼ Σ_k D_k P_k,  P_k = σ_k τ_k.

*Common eigenstates.* Each P_k has square 1. From σ_xσ_y = iσ_z and τ_xτ_y = iτ_z,

P_x P_y = (iσ_z)(iτ_z) = −P_z,
P_y P_x = (−iσ_z)(−iτ_z) = −P_z.

The other pairs follow by cyclic permutation, so the P_k commute. Multiplying the first line by P_z gives P_xP_yP_z = −1. The common eigenstates |s⟩ therefore carry signs s_k = ±1 with

s_x s_y s_z = −1,  E_s = ¼ (s_x D_x + s_y D_y + s_z D_z).

Four sign triples satisfy the constraint. The projector on given s_x and s_y is ¼(1 + s_xP_x)(1 + s_yP_y). Its trace is 1, because P_x, P_y and P_xP_y = −P_z are traceless, so each triple occurs once.

The states follow from σ_x↑ = ↓, σ_x↓ = ↑, σ_y↑ = i↓ and σ_y↓ = −i↑. They are the four Bell states:

Φ± = (↑↑ ± ↓↓)/√2,  s = (±1, ∓1, +1),  E = ¼[D_z ± (D_x − D_y)]

Ψ± = (↑↓ ± ↓↑)/√2,  s = (±1, ±1, −1),  E = ¼[−D_z ± (D_x + D_y)]

*Gaps.* Let i, j, k be the three axes in any order. The operator σ_k commutes with P_k and anticommutes with P_i and P_j. Hence σ_k|s⟩ is again one of the four states, up to a phase, with s_k kept and the other two signs reversed. Call it |s′⟩. Then

E_s − E_s′ = ½ (s_i D_i + s_j D_j).

The constraint gives s_i s_j = −s_k, so s_j = −s_i s_k and

|E_s − E_s′| = ½ |D_i − s_k D_j|.

Two different triples with the same product differ in exactly two signs, so every pair of levels is joined by one axis k. As k and s_k vary, the six gaps are ½|D_i − D_j| and ½|D_i + D_j| for the three choices of i and j. All are nonzero if and only if

|D_x|, |D_y| and |D_z| are all different.

Unequal principal values are thus not enough: D_x = −D_y makes Ψ+ and Ψ− coincide. One D_k may vanish without harm. The individual signs depend on the choice of frame: turning one spin's frame by 180° about a principal axis reverses the other two D_k, so (−5, 5, 20) and (5, 5, −20) describe the same coupling. Only the magnitudes and the sign of D_xD_yD_z are fixed, which is why the condition involves the magnitudes.

**(c) First-order moments**

The state σ_k|s⟩ has different signs from |s⟩ and is orthogonal to it, so ⟨s|σ_k|s⟩ = 0. Multiplying P_k|s⟩ = s_k|s⟩ by σ_k gives

τ_k|s⟩ = s_k σ_k|s⟩,

so ⟨s|τ_k|s⟩ = 0 as well. By part (a) every magnetic moment has zero mean value in each of the four states.

In a field B, with nuclear magneton μN, the added energy is

V = μB B·g·S − g_n μN B·I = Σ_k (b_k S_k + c_k I_k),

b = μB U^T g^T B,  c = −g_n μN W^T B.

For a nondegenerate level the first-order energy is ⟨s|V|s⟩ = 0. The level has no term linear in B, for any field direction and any g.

Time reversal gives the same result without the explicit states. For two half-integer spins together Θ² = (−1)(−1) = +1, so Kramers' theorem does not enforce degeneracy. A nondegenerate state is its own time-reversed partner up to a phase. An odd observable then has a mean value equal to its own negative, hence zero. This argument also holds when more crystal-field states are included.

Nondegeneracy is essential. Suppose |s⟩ and |s′⟩, joined by axis k, coincide in energy and the other levels lie apart from them. The result for τ_k gives

V|s⟩ = ½ Σ_l (b_l + s_l c_l) σ_l|s⟩.

Within the pair, the diagonal elements of V vanish, but the off-diagonal element has magnitude ½|b_k + s_k c_k|. The first-order energies are ±½|b_k + s_k c_k|, and the pair splits by

|b_k + s_k c_k|.

Each Bell state still has zero mean moment, but the field selects equal-weight superpositions of the two, and these have nonzero mean S_k and I_k, hence a magnetic moment.

The vanishing mean moment does not forbid magnetic transitions. Since σ_k|s⟩ is the partner state itself, an oscillating V can drive the transition between the two levels whenever its combination b_k + s_k c_k is not zero.

**(d) Weak and stronger fields**

For nondegenerate levels, V connects |s⟩ to one partner for each axis. The squared matrix element is ¼(b_k + s_k c_k)² and the energy denominator is ½(s_iD_i + s_jD_j). Second-order perturbation theory gives

ΔE_s = Σ_k (b_k + s_k c_k)² / [2(s_i D_i + s_j D_j)],

where i and j are the two axes other than k. This requires |b_k + s_k c_k| to be small compared with the gaps. Because Θ turns H₀ + V(B) into H₀ + V(−B), an isolated level is even in B, and the next correction is of fourth order.

The return of the linear effect is simplest when b and c both point along one principal axis k. Then V acts only inside the pairs joined by k. For one pair, let δ be its zero-field gap and β = b_k + s_k c_k. Measured from the mean energy, and with a suitable choice of phase, the 2×2 Hamiltonian has diagonal elements ±δ/2 and off-diagonal elements β/2. Its eigenvalues are ±½√(δ² + β²), so the splitting is

√(δ² + β²) = δ + β²/(2δ) − β⁴/(8δ³) + …

At small β each level moves by β²/(4δ), in agreement with the general formula, since |s_iD_i + s_jD_j| = 2δ. For |β| much larger than δ the splitting approaches |β|, the ordinary linear Zeeman effect. The change of regime occurs near |β| = δ, where the splitting is √2 δ. This holds for a pair followed along a principal axis, where levels of different pairs may cross. For an oblique field these crossings become avoided. With the parameters of part (e) and the field along (1, 2, 2)/3, the gap between the two highest levels follows |b| up to about μB B = 10⁻⁶ eV and then levels off near 9.4×10⁻⁶ eV, while the linear growth continues in the gap between the two middle levels.

**(e) Numbers**

With D = (2, 5, 20)×10⁻⁶ eV the energy of Φ+ is (2 − 5 + 20)/4 = 4.25 in units of 10⁻⁶ eV. The four levels, from the bottom, are:

1. Ψ−, s = (−, −, −): −6.75×10⁻⁶ eV
2. Ψ+, s = (+, +, −): −3.25×10⁻⁶ eV
3. Φ+, s = (+, −, +): 4.25×10⁻⁶ eV
4. Φ−, s = (−, +, +): 5.75×10⁻⁶ eV

The smallest gap is between levels 3 and 4, 1.5×10⁻⁶ eV or 0.363 GHz, and belongs to axis z. The largest is between levels 1 and 4, 1.25×10⁻⁵ eV or 3.02 GHz, and belongs to axis x.

The field gives b_z = 6 × (2/3) × 2×10⁻⁸ = 8.0×10⁻⁸ eV, and likewise b_x = 6.67×10⁻⁹ eV and b_y = 2.67×10⁻⁸ eV. The ratio μN/μB is the electron-to-proton mass ratio, 5.446×10⁻⁴, so c_z is only −7.26×10⁻¹² eV.

For level 4 the sums s_iD_i + s_jD_j belonging to the axes z, y and x are 3, 18 and 25 in units of 10⁻⁶ eV. Leaving out the small c_k,

ΔE₄ ≈ (8.0×10⁻⁸)²/(6×10⁻⁶) + (2.67×10⁻⁸)²/(36×10⁻⁶) + (6.67×10⁻⁹)²/(50×10⁻⁶) ≈ 1.087×10⁻⁹ eV.

The z term supplies about 98 percent, because it combines the largest g value with the smallest gap. With the c_k kept the formula gives 1.0871×10⁻⁹ eV, and diagonalizing the 4×4 matrix gives 1.0863×10⁻⁹ eV. The formula is too large by about 0.07 percent of its own value, as the quartic term of the dominant z pair predicts: relative to the quadratic one it is −β²/(4δ²) = −(0.080/1.5)²/4 ≈ −0.0007. Doubling the field multiplies the diagonalized shift by 3.992, close to 4. Level 3 is pushed down by 1.048×10⁻⁹ eV, so the gap between levels 3 and 4 grows by about 2.13×10⁻⁹ eV.

Two other choices of D, with the same g and field, show what coincident magnitudes do.

- For D = (5, 5, 20)×10⁻⁶ eV the two upper levels coincide at 5×10⁻⁶ eV. Diagonalization gives a field splitting of 7.999×10⁻⁸ eV, and the linear law |b_z + c_z| gives the same to these digits.
- For D = (−5, 5, 20)×10⁻⁶ eV all principal values are unequal, yet the two lower levels coincide at −5×10⁻⁶ eV. Here s_z = −1, and the splitting is |b_z − c_z| = 8.001×10⁻⁸ eV, again as found by diagonalization.

These splittings are nearly forty times the change of the 3–4 gap in the nondegenerate case.

For a field along z the crossover of levels 3 and 4 lies where (6 − 5.446×10⁻⁴) μB B = 1.5×10⁻⁶ eV, that is, at μB B = 2.50×10⁻⁷ eV. The splitting there is √2 × 1.5×10⁻⁶ = 2.12×10⁻⁶ eV.

**(f) Site symmetry and 171Yb3+**

The ground multiplet of Yb3+ has J = 7/2, and a crystal field of lower than cubic symmetry splits it into Kramers doublets. Within the multiplet the magnetic hyperfine coupling is a J·I. Projected on one doublet, J has no constant part, because it is odd under time reversal:

J_i → ½ Σ_j Λ_ji σ_j,  so that A = aΛ.

The electron moment projects with the same matrix, g = g_J Λ^T, so within a pure multiplet D_k/g_k is the same for all three axes. The round parameters of part (e) do not obey this and illustrate only the general four-state model.

Suppose the site has a rotation axis. The rotation turns the components of J by a matrix O. It maps the doublet into itself and so turns σ by some proper rotation Q. Applying it to both sides of the projection gives

O Λ^T = Λ^T Q.

Multiplying each side by its own transpose, and using QQ^T = 1,

O Λ^TΛ O^T = Λ^TΛ.

Thus A^T A, whose eigenvalues are the D_k², commutes with O. The rotation axis is then one eigenvector, and the other two lie in the plane normal to it. If v is one of these, Ov has the same eigenvalue. For a threefold or higher axis Ov is not parallel to v, so the two eigenvalues in the plane are equal. Such a site cannot satisfy the condition of part (b). The same holds for a fourfold rotoinversion axis, even where the only proper rotations of the site are twofold. That operation also maps the doublet into itself, and J is unchanged by inversion, so O is a fourfold rotation and the argument goes through as before. Only a site with no rotation or rotoinversion axis of order three or more permits three different magnitudes, and it does not guarantee them.

A dimensionless model shows the effect. It is not fitted to any crystal. Take the crystal field

H_cf = J_z² + Σ_n w_n (J·e_n)⁴,

with three unit vectors e_n tilted by 60° from z and spaced by 120° around it. Equal weights w_n = 0.005 give a threefold axis, and the ground doublet has |D|/a = 0.998, 3.999, 3.999. These lie close to the values of a pure M = ±1/2 doublet, which are 2 × ½ = 1 along z and √(J(J+1) + ¼) = 4 across it. Weights 0, 0.004 and 0.012 remove the threefold axis and give 0.920, 2.809 and 5.099, three distinct magnitudes.

For these last weights all 16 states of J = 7/2 and I = 1/2 were also diagonalized together, with a equal to 10⁻⁶ of the J_z² coefficient. Measured from their mean and divided by a, the lowest four levels are −2.207, −0.342, 0.803 and 1.747. The formula of part (b) gives the same values to these digits. The close agreement reflects the very small a: coupling to higher doublets changes the levels at relative order a over the crystal-field splitting, which is 2.18 here. At a = 6×10⁻⁴ the third decimal begins to move, and at a = 10⁻² the levels are −2.200, −0.353, 0.797 and 1.755. By the time-reversal argument of part (c), it still gives no linear moment to a nondegenerate level.

Numbers in the example were calculated in double precision.
